\section*{Why the Si-H stretch lives long, and when three bends dominate}

\section{A lattice that could take the energy}

Take one Si--H bond with stretch quantum $E_s=260$ meV and bending quantum $E_b=78$ meV, and give it a fictitious lattice whose phonon band reaches $E_s$. The coordinates are dimensionless, $q=a+a^\dagger$, so that $\langle0|q|1\rangle=1$. The transverse position of the hydrogen atom is a two-component vector containing the bend and a small share of each phonon,
\begin{equation}
\mathbf X=\mathbf q_b+\sum_k\lambda_k\mathbf Q_k,\qquad
J(\varepsilon)=\sum_k\lambda_k^2\,\delta(\varepsilon-\varepsilon_k).
\end{equation}
Couple it to the stretch by $g\,q_s\mathbf X^2$ with $g=5$ meV. The square contains $2\lambda_k\,\mathbf q_b\cdot\mathbf Q_k$, so the stretch can turn into one bend and one phonon, with matrix element $2g\lambda_k$. There are two directions, and the golden rule gives
\begin{equation}
\Gamma_{\rm fast}=\frac{2\pi}{\hbar}\,2(2g)^2J(E_s-E_b).
\end{equation}

For $J$ take a strain coupling. Squared displacement per mode varies as $1/\varepsilon$, strain adds a squared wavevector $\propto\varepsilon^2$, and the density of acoustic modes adds another $\varepsilon^2$. The product is $\varepsilon^3$. Extended to the band top $E_m$ and normalized to a total weight $\Lambda$,
\begin{equation}
J(\varepsilon)=4\Lambda\,\varepsilon^3/E_m^4,\qquad 0<\varepsilon\le E_m .
\end{equation}
With $\Lambda=0.02$ and $E_m=260$ meV, $J(182\,{\rm meV})=0.106\ {\rm eV}^{-1}$ and the lifetime is 5.0 ps, if the broadening of the bend, which now lies inside the phonon band, is ignored.

Silicon closes this route. Its band ends near 64 meV, so a bend and a phonon carry at most $78+64=142$ meV. Since $E_b>E_m$, no three quanta carry more than $3E_b=234$ meV. At least four are needed.

\section{Counting does not choose the channel}

With $n_b$ bends, the least number of phonons is $(E_s-n_bE_b)/E_m$ rounded up:
\begin{center}
\begin{tabular}{cccc}
bends & remainder (meV) & phonons & total\\
0 & 260 & 5 & 5\\
1 & 182 & 3 & 4\\
2 & 104 & 2 & 4\\
3 & 26 & 1 & 4
\end{tabular}
\end{center}
Three mixed channels tie at four quanta, so any preference for three bends must come from the couplings and the phonon spectrum. The model is
\begin{equation}
V=g\,q_s\mathbf X^2+f(\mathbf X^2)^2,\qquad f=-0.1\ {\rm meV}.
\end{equation}
It is even in $\mathbf X$, so transverse quanta appear in even numbers, and a purely lattice decay needs six here rather than five. With negative $f$ the potential falls without limit at large $X$, but the levels used here lie below a barrier, and tunnelling through it is neglected. Minimizing $E_sq_s^2/4+gq_s\mathbf X^2$ over $q_s$ adds $-g^2/E_s=-0.096$ meV to $f$. The potential $E_bX^2/4-0.196\,X^4$ (meV) then has its top at $19.5^2/(4\times0.196)\approx485$ meV, above the $3E_b+E_b=312$ meV of three bends with zero-point energy and the $E_s+E_b=338$ meV available from the excited stretch. The excited stretch tunnels out at about $3\times10^{-3}\ {\rm ns}^{-1}$, under 1\% of the decay rate found below.

\section{The four-quantum amplitude}

Count a cubic coupling as order $\eta$, a quartic one as $\eta^2$ and a quintic one as $\eta^3$. Turning one stretch quantum into four transverse quanta first occurs at order $\eta^3$, through diagrams without loops; each loop costs a further $\eta^2$. The present $V$ supplies two kinds: cubic times quartic, and cubic three times. Both must be kept.

\textbf{Internal lines.} In time-dependent perturbation theory, a virtual quantum of mode $a$ joining two vertices a time $\tau$ apart contributes $e^{-iE_a|\tau|/\hbar}$. If energy $E$ flows through the line, integration over $\tau$, with infinitesimal damping, gives
\begin{align}
D_a(E)&=-\frac{i}{\hbar}\int_{-\infty}^{\infty}\!d\tau\,e^{iE\tau/\hbar}e^{-iE_a|\tau|/\hbar}\nonumber\\
&=\frac1{E-E_a}-\frac1{E+E_a}=\frac{2E_a}{E^2-E_a^2}.
\end{align}
The two terms are the two time orderings. In a diagram without loops the time differences along the lines are independent, so the lines simply multiply. The second ordering matters: for $E=E_s-E_b=182$ meV the first gives $1/(104\,{\rm meV})=9.62\ {\rm eV}^{-1}$, and the second lowers this to $5.77\ {\rm eV}^{-1}$.

\textbf{Vertices.} Let the outgoing quanta have energies $\omega_1,\dots,\omega_4$, all polarized alike, and leave the factors $\lambda_k$ aside. The vertex $gq_sX^2$ can be attached to its two transverse lines in 2 ways, giving $2g$; $fX^4$ gives $4!\,f=24f$.

In the first kind of diagram the stretch emits quantum $i$ and a virtual bend of energy $E_s-\omega_i$, which splits into the other three. In the second, that virtual bend emits quantum $j$ and a virtual stretch, which splits into the remaining pair $k,l$. Hence
\begin{equation}
\begin{split}
T={}&48gf\sum_iD_b(E_s-\omega_i)\\
&+8g^3\sum_{i\ne j}D_b(E_s-\omega_i)\,D_s(\omega_k+\omega_l).
\end{split}
\label{eq:T}
\end{equation}
Virtual phonons in place of the virtual bend are of relative order $\lambda^2$ and are dropped.

Equation~(\ref{eq:T}), its version for mixed polarizations, and an added quintic term were tested by diagonalizing the Hamiltonian with one phonon mode. The inputs were $E_b=77$ meV, $\lambda=0.05$, $g=0.5$ meV, $f=-0.001$ meV and a quintic coefficient of $3\times10^{-5}$ meV. The effective couplings differed from the formula by up to about 1.3\% for three bends plus one phonon and by about 1.8\% for two plus two. This confirms the leading order, not its accuracy at $g=5$ meV, where the first loop correction is, relatively, a hundred times larger and higher loops add to it. With the one-quantum energies held at 260 and 78 meV, higher orders change the 3+1 amplitude by about 0.4\% at $g=0.5$ meV, $f=-0.001$ meV and by about 70\% at $g=5$ meV, $f=-0.1$ meV. The amplitudes and rates below are leading-order values; the last section gives the size of the correction.

\textbf{Numbers for three bends and a 26 meV phonon.} The lines are $D_b(182)=5.769$, $D_b(234)=3.205$, $D_s(156)=-12.019$ and $D_s(104)=-9.158$, arguments in meV and values in eV$^{-1}$. The first part is
\begin{equation}
48(5)(-0.1)\,\frac{3(5.769)+3.205}{1000}=-0.492\ {\rm meV}.
\end{equation}
In the second part, if $i$ is a bend (three choices), $j$ may be either other bend, leaving a bend--phonon pair, or the phonon, leaving two bends. If $i$ is the phonon, $j$ is one of three bends. The sum is
\begin{equation}
\begin{split}
&3(5.769)\,[2(-9.158)-12.019]\\
&\quad+3(3.205)(-12.019)=-640.6\ {\rm eV}^{-2}.
\end{split}
\end{equation}
Multiplication by $8g^3=1000\ {\rm meV}^3$ gives $-0.641$ meV. The total is $T_\parallel=-1.133$ meV, more than half of it from the cubic coupling acting three times.

\textbf{Polarizations.} If one bend is parallel to the phonon and the other two are perpendicular to it, one of the three ways of pairing the four directions survives. The bends have equal energies, so the three pairings contribute equally and $T_\perp=T_\parallel/3$. A state with $n_x,n_y$ bends has squared matrix element $T^2/(n_x!\,n_y!)$; summing over ordered lists of directions and dividing by $3!$ gives the same total. With two phonon directions, and three positions for the parallel bend,
\begin{equation}
S=\frac{2}{3!}\left(T_\parallel^2+3\,\frac{T_\parallel^2}{9}\right)=\frac49T_\parallel^2=0.570\ {\rm meV}^2 .
\end{equation}

\section{Rates, and why the decay is slow}

For the true band top, $J(26\,{\rm meV})=0.0838\ {\rm eV}^{-1}$. At zero temperature
\begin{equation}
\Gamma_{3+1}=\frac{2\pi}{\hbar}\,S\,J(E_s-3E_b)=0.456\ {\rm ns}^{-1}.
\end{equation}
For two bends and two phonons, with $R=E_s-2E_b=104$ meV,
\begin{equation}
\Gamma_{2+2}=\frac{2\pi}{\hbar}\,\frac{1}{2!\,2!}\int d\varepsilon\,J(\varepsilon)J(R-\varepsilon)\sum_{\rm dir}T^2 ,
\end{equation}
where one $2!$ belongs to the bends and the other prevents double counting of phonon pairs. The result is $0.078\ {\rm ns}^{-1}$. One bend with three phonons gives $3\times10^{-4}\ {\rm ns}^{-1}$. To leading order the lifetime is 1.9 ns, and 85\% of the decay goes through three bends and a phonon.

At this order and at fixed $\Lambda$, the fictitious lattice relaxes the stretch 377 times faster. The phonon weights at the energies used, 0.106 and $0.0838\ {\rm eV}^{-1}$, are similar. The difference lies in the squared amplitudes: $2(2g)^2=200\ {\rm meV}^2$ against $0.570\ {\rm meV}^2$, a factor of 350. In this comparison the stretch is slow because the energy gap forces the decay through virtual states. The comparison rests on fixed $\Lambda$: if the strain coupling to soft phonons were held fixed while the band was extended, $J(182\,{\rm meV})$ would be $28.7\ {\rm eV}^{-1}$, and the phonon weight would contribute a similar factor, about 340.

\section{When three bends lose}

Each phonon brings one factor of $\Lambda$, so $\Gamma_{3+1}\propto\Lambda$ and $\Gamma_{2+2}\propto\Lambda^2$. They are equal at
\begin{equation}
\Lambda^*=\Lambda\,\frac{\Gamma_{3+1}}{\Gamma_{2+2}}=0.02\times\frac{0.456}{0.0783}\approx0.12 .
\end{equation}
To leading order, three bends win below this value, for this spectral shape and these energies. With all orders of $g$ and $f$ kept, as in the last section, $\Lambda^*$ falls to about 0.06.

The shape matters as well as the strength. Suppose phonons act only through inertia: the silicon atom moves by $U$ and pulls the hydrogen atom along through the bending spring. Below the bend frequency the hydrogen atom overshoots. Its relative coordinate $x$ obeys $\ddot x+\ddot U=-\omega_b^2x$, so at frequency $\omega$
\begin{equation}
x=\frac{\omega^2}{\omega_b^2-\omega^2}\,U .
\end{equation}
The squared zero-point amplitude of a silicon mode relative to that of the bend is $(m/M)(E_b/\varepsilon)$, with $m/M=0.0359$. With a Debye density $3\varepsilon^2/E_m^3$,
\begin{equation}
J_{\rm in}(\varepsilon)=\frac{3(m/M)E_b\,\varepsilon^5}{E_m^3(E_b^2-\varepsilon^2)^2}.
\end{equation}
The fifth power starves the soft 26 meV phonon and favours phonons near the band top. The leading-order rates become 0.071, 0.224 and $0.025\ {\rm ns}^{-1}$ for 3+1, 2+2 and 1+3. Two bends and two phonons now lead by a factor of three. Part of this is strength, because $J_{\rm in}$ has a total weight of 0.048. Scaled down to 0.02, it still leaves them ahead, by a factor of 1.3. At this order, and with these energies and couplings, three bends therefore owe their lead at $\Lambda=0.02$ to a coupling that reaches soft phonons, as strain does here.

\section{Use for real interfaces}

The energies are rough values for Si--H on passivated silicon and at the Si/SiO$_2$ interface; $g$, $f$ and $\Lambda$ are chosen. At 300 K the leading-order lifetime is 1.0 ns. Measured lifetimes on well-ordered hydrogen-terminated silicon are roughly of this size, but the couplings are chosen and higher orders are large, so the agreement is no evidence for the model. The assumptions move the result as follows.

\begin{itemize}
\item \emph{One bend energy.} A disordered interface has a spread. Bends of 76 and 80 meV leave phonons of 32 and 20 meV, and the leading-order $\Gamma_{3+1}$ becomes 0.77 and $0.23\ {\rm ns}^{-1}$. Expect a distribution of lifetimes.
\item \emph{Harmonic bends and leading order.} Relative to three times the one-quantum energy, the model's own couplings lower the mean energy of three quanta in one direction by 7.7 meV, to second order. That state also mixes with the degenerate one in which two of the quanta are turned by $90^\circ$; this lowers the level reached by the decay by about 1 meV more. The amplitude grows as well. Keep all orders of $g$ and $f$ in the local stretch and bends, hold their one-quantum energies at 260 and 78 meV, and couple the phonons to lowest order in $\lambda$. The phonon then has about 37 meV, $S$ is about $1.7\ {\rm meV}^2$, and the 3+1 and 2+2 rates are about 3.8 and $1.2\ {\rm ns}^{-1}$. Three bends still lead, but the zero-temperature lifetime falls to about 0.2 ns. The leading order explains the mechanism; it does not fix the lifetime.
\item \emph{Missing couplings.} A term $p\,q_s(\mathbf X^2)^2$ adds $24p$ to $T_\parallel$, so $p=0.047$ meV cancels it. A term $c\,q_s^3$ is of the same order. It adds $6c(2g)^2\,3D_s(156)D_s(104)=0.20\,c$, so $c\approx5.7$ meV would also cancel $T_\parallel$. A term in $q_s^2\mathbf X^2$ enters at this order too. An absolute lifetime needs all of them from one potential in one set of coordinates.
\item \emph{Axial symmetry.} A site of lower symmetry can permit odd numbers of transverse quanta; that effect is not sized here.
\end{itemize}

Temperature is only a weak guide to the channel. Each emitted quantum multiplies the downward rate by $1+n$, with $n$ its Bose occupation. At 300 K, $n=0.051$ for the bend, 0.58 at 26 meV and 0.15 at 52 meV. From 0 to 300 K the 3+1 rate grows by $1.051^3\times1.58\approx1.8$, and the 2+2 rate, with both phonons near 52 meV, by $1.051^2\times1.15^2\approx1.5$. The contrast is modest at leading order and nearly vanishes when all orders of $g$ and $f$ are kept: with the single phonon at 37 meV the factors are 1.54 and 1.46. The growth of the rate between 0 and 300 K may then not separate the two channels.

For deuterium, do not rescale the rate by mass. Harmonic energies fall by about $\sqrt2$, to 184 and 55 meV. The bend then lies inside the phonon band and is no longer a separate local mode, so the channels must be worked out afresh.

For hot-carrier stress, the lifetime $\tau$ sets the scale of vibrational heating. If carriers drive a harmonic stretch upward at rate $r(n+1)$ and downward at $rn$, while relaxation removes $n/\tau$, the mean occupation obeys $\dot{\bar n}=r(\bar n+1)-r\bar n-\bar n/\tau=r-\bar n/\tau$. In the steady state $\bar n=r\tau$. With $\tau\approx1$ ns, the mean occupation reaches one quantum at $r\approx10^9\ {\rm s}^{-1}$ per bond. Over long stress times, rare climbs to high levels can matter at smaller $r$. To leading order in this model, at equal stretch energy and couplings, bonds whose bend energy leaves a softer phonon hold their energy longer and, for equal drive, heat more. In real bonds the couplings and the phonon spectrum vary as well.

\section*{Numbers as computed}
\begin{verbatim}
Stretch, bend, band top: 260, 78, 64 meV
Cubic g, quartic f: 5.00, -0.10 meV
Phonon weight Lambda: 0.020
Hydrogen/silicon mass ratio: 0.0359
0 bends: remainder 260 meV, least phonons 5, total quanta 5
1 bends: remainder 182 meV, least phonons 3, total quanta 4
2 bends: remainder 104 meV, least phonons 2, total quanta 4
3 bends: remainder 26 meV, least phonons 1, total quanta 4
D_b at E_s-E_b: 5.769 1/eV
D_b at 3 E_b: 3.205 1/eV
D_s at 2 E_b: -12.019 1/eV
D_s at E_b+phonon: -9.158 1/eV
Parallel T, cubic x quartic: -0.4923 meV
Parallel T, cubic^3: -0.6406 meV
Parallel T, total: -1.1329 meV
Sum |T|^2/3! over directions: 0.5704 meV^2
J at remaining phonon: 0.0838 1/eV
Rate 3 bends + 1 phonon: 0.4564 1/ns
Rate 2 bends + 2 phonons: 0.0783 1/ns
Rate 1 bend + 3 phonons: 2.970e-04 1/ns
Share of 3+1 channel: 85.3 %
Stretch lifetime at 0 K: 1.869 ns
Crossover Lambda for 3+1 = 2+2: 0.1166
Counterfactual band top: 260 meV
Counterfactual lifetime: 4.963 ps
Counterfactual speed-up: 376.7 times
Lifetime at 300 K: 1.049 ns
Three-bend anharmonic shift: -7.711 meV
Phonon after this shift: 33.711 meV
3+1 rate after this shift: 0.8715 1/ns
3+1 rate for bend 76 meV: 0.7671 1/ns
3+1 rate for bend 80 meV: 0.2315 1/ns
Quintic p cancelling parallel T: 0.04720 meV
Inertial-only rate 3+1: 0.07087 1/ns
Inertial-only rate 2+2: 0.22383 1/ns
Inertial-only rate 1+3: 0.02450 1/ns
Diagonalization error, 3+1: 1.342 %
Diagonalization error, 2+2: 1.776 %
Survival after one lifetime: 0.3690 (exp(-1)=0.3679)
Lattice strain-weight exponent: 3.080
Chain/lag-formula weight ratio: 1.0019
\end{verbatim}
